\section*{Wagner's Interdiffusion Coefficient from Profiles with Composition-Dependent Molar Volume}

\section{Which coefficient is meant}

\textbf{Q.} I have a measured profile of mole fraction across a diffusion couple, and I am told that it can be inverted for $D$ even though the molar volume changes along it. Before any inversion, what is $D$? When atoms take up different room, the material moves while it mixes, and a flux depends on who is watching.

\textbf{A.} It does, so the observer must be fixed first. Let A and B mix along $x$ in one continuous phase, without pores and at constant cross-section. Let $N$ be the mole fraction of B and $V(N)$ the volume per mole of atoms, a smooth function. For $n_A$ and $n_B$ moles the total volume is $(n_A+n_B)V(N)$. Since $\partial N/\partial n_A=-N/(n_A+n_B)$ and $\partial N/\partial n_B=(1-N)/(n_A+n_B)$, the partial molar volumes are
\begin{equation}
V_A=V-NV',\qquad V_B=V+(1-N)V',
\label{partial}
\end{equation}
where the prime means $d/dN$. I take both to be positive. They satisfy $(1-N)V_A+NV_B=V$. The concentrations are $C_A=(1-N)/V$ and $C_B=N/V$, so that
\begin{align}
\frac{dC_B}{dN}&=\frac1V-\frac{NV'}{V^2}=\frac{V_A}{V^2},\\
\frac{dC_A}{dN}&=-\frac1V-\frac{(1-N)V'}{V^2}=-\frac{V_B}{V^2}.
\label{dc}
\end{align}
Hence
\begin{equation}
V_A\,dC_A+V_B\,dC_B=0 .
\label{gd}
\end{equation}

The volume-fixed observer sees no net volume pass: $V_AJ_A^V+V_BJ_B^V=0$. Define $D(N)$ by $J_B^V=-D\,\partial C_B/\partial x$. Then, by \eqref{gd},
\begin{equation}
J_A^V=-\frac{V_B}{V_A}J_B^V=D\,\frac{V_B}{V_A}\frac{\partial C_B}{\partial x}
=-D\frac{\partial C_A}{\partial x}.
\end{equation}
One coefficient serves both species.

\textbf{Q.} Then ride along with that observer and use Fick's equation. Why is anything new needed?

\textbf{A.} Because there may be no single observer to ride with. In a laboratory frame tied to the left end of the couple,
\begin{equation}
J_i=-D\frac{\partial C_i}{\partial x}+C_iv,
\label{lab}
\end{equation}
where $v$ is the local velocity of the volume-fixed frame. Multiplying by $V_i$, summing, and using $\sum_iV_iC_i=1$ gives $v=\sum_iV_iJ_i$. Now differentiate:
\begin{equation}
\frac{\partial v}{\partial x}=\sum_iV_i\frac{\partial J_i}{\partial x}+\sum_iJ_i\frac{\partial V_i}{\partial x}.
\end{equation}
The first sum equals $-\sum_iV_i\,\partial C_i/\partial t$ by conservation of atoms, and this vanishes by \eqref{gd} applied to changes in time. For the second, \eqref{partial} gives $V_A'=-NV''$ and $V_B'=(1-N)V''$, so $\sum_iC_iV_i'=0$ and the part of $J_i$ proportional to $v$ drops out. What remains is
\begin{align}
\frac{\partial v}{\partial x}
&=-D\left(\frac{\partial N}{\partial x}\right)^2
\left[\frac{V_B}{V^2}NV''+\frac{V_A}{V^2}(1-N)V''\right]\nonumber\\
&=-\frac{DV''}{V}\left(\frac{\partial N}{\partial x}\right)^2 .
\label{v}
\end{align}
If $V$ is linear in $N$, the partial volumes are constant and $v$ is uniform. If $V$ is curved, $v$ varies from place to place. The volume-fixed frame is then a local notion, and the couple changes length unless the integral of \eqref{v} along it happens to vanish, which is possible only if $V''$ changes sign.

\section{A flux that does not care about the frame}

\textbf{Q.} So the flux I need is defined in a frame whose velocity I have not measured. That looks fatal.

\textbf{A.} It would be if $v$ survived. With $J=J_A+J_B$ and $C=C_A+C_B=1/V$, consider $J_B-NJ$. A velocity $v$ adds $C_Bv-NCv$ to it, which is zero because $C_B=NC$. Its value can therefore be found from the diffusive parts alone:
\begin{align}
J_B-NJ&=-D\left[\frac{\partial(NC)}{\partial x}-N\frac{\partial C}{\partial x}\right]
=-\frac DV\frac{\partial N}{\partial x}.
\label{inv}
\end{align}
Since $J_B^V=-D(V_A/V^2)\,\partial N/\partial x$, we also have
\begin{equation}
J_B^V=\frac{V_A}{V}\,(J_B-NJ).
\label{jv}
\end{equation}
If the profile yields $J_B-NJ$, it yields both $D$ and the volume-fixed flux.

\section{The inversion}

\textbf{Q.} How can a profile at one instant yield a flux? Conservation relates flux to a rate of change in time.

\textbf{A.} Through similarity. Suppose that the couple began as a sharp step at $x=0$, that its ends are still uniform, and that $D$ and $V$ depend on $N$ alone. Nothing then supplies a length except diffusion itself. Put $N=N(\lambda)$ and $v=w(\lambda)/\sqrt t$ with $\lambda=x/\sqrt t$. Every term in the conservation laws and in \eqref{v} then carries the same power of $t$, so the form is consistent. For any density $P$ that depends on $\lambda$ alone,
\begin{equation}
\frac{\partial P}{\partial t}=-\frac{x}{2t}\frac{\partial P}{\partial x}.
\label{sim}
\end{equation}
The time derivative is read from the slope.

\textbf{Q.} You still need a place where the flux is known. If the right end moves, atoms stream there even without a gradient.

\textbf{A.} That is why the densities must be chosen with care. Let $N^-$ and $N^+$ be the left and right end values, $\Delta N=N^+-N^-$, and $Y=(N-N^-)/\Delta N$, which runs from 0 to 1. Take
\begin{align}
P&=\frac YV=\frac{C_B-N^-C}{\Delta N},\\
R&=\frac{1-Y}{V}=\frac{N^+C-C_B}{\Delta N}.
\end{align}
Each is a fixed linear combination of conserved concentrations, so each is conserved, with fluxes
\begin{equation}
J_P=\frac{J_B-N^-J}{\Delta N},\qquad J_R=\frac{N^+J-J_B}{\Delta N}.
\label{fluxes}
\end{equation}
In a uniform end region $J_i=C_iv$, whence $J_P=Pv$ and $J_R=Rv$. On the far left $P=0$, so $J_P=0$; on the far right $R=0$, so $J_R=0$. Both hold however the ends move.

Conservation, $\partial P/\partial t=-\partial J_P/\partial x$, combined with \eqref{sim} gives $\partial J_P/\partial x=(x/2t)\,\partial P/\partial x$, and likewise for $R$. Integrate the first from the left end to the chosen plane $x^*$, by parts:
\begin{equation}
J_P^*=\frac1{2t}\int_{-\infty}^{x^*}x\frac{\partial P}{\partial x}\,dx
=\frac1{2t}\left[x^*P^*-\int_{-\infty}^{x^*}P\,dx\right].
\label{jp}
\end{equation}
The boundary term $xP$ vanishes far away: near an end the composition is almost uniform, the diffusion equation is effectively linear there, and its tail is Gaussian. For $R$, integrate from $x^*$ to the right end:
\begin{equation}
0-J_R^*=\frac1{2t}\left[-x^*R^*-\int_{x^*}^{\infty}R\,dx\right],
\end{equation}
so that
\begin{equation}
J_R^*=\frac1{2t}\left[x^*R^*+\int_{x^*}^{\infty}R\,dx\right].
\label{jr}
\end{equation}

\textbf{Q.} These contain $x^*$, measured from the original step. I do not know where that was.

\textbf{A.} Choose the combination in which it cancels, $(1-Y^*)J_P^*-Y^*J_R^*$. The terms in $x^*$ give $x^*[(1-Y^*)Y^*-Y^*(1-Y^*)]/V^*=0$. The fluxes \eqref{fluxes} give, at $x^*$,
\begin{align}
&\frac{(1-Y)(J_B-N^-J)-Y(N^+J-J_B)}{\Delta N}\nonumber\\
&\quad=\frac{J_B-[(1-Y)N^-+YN^+]J}{\Delta N}=\frac{J_B-NJ}{\Delta N},
\end{align}
which is the frame-independent flux. Therefore
\begin{equation}
(J_B-NJ)^*=-\frac{\Delta N}{2t}\,B^*,
\label{jb}
\end{equation}
with
\begin{equation}
B^*=(1-Y^*)\int_{-\infty}^{x^*}\frac YV\,dx+Y^*\int_{x^*}^{\infty}\frac{1-Y}{V}\,dx .
\label{b}
\end{equation}

\textbf{Q.} And the coefficient?

\textbf{A.} Equate \eqref{jb} with \eqref{inv} and solve for $D$:
\begin{equation}
D(N^*)=\frac{\Delta N\,V(N^*)}{2t\,(\partial N/\partial x)^*}\,B^* .
\label{wagner}
\end{equation}
This is Wagner's expression. It needs the profile, its slope, the time and $V(N)$, but neither $v$ nor an origin. If the profile falls to the right, $\Delta N$ and the slope are both negative and $D$ stays positive.

\section{A case with a known answer}

\textbf{Q.} Show me that it returns a coefficient that was put in beforehand.

\textbf{A.} Take a model couple with $N^-=0.1$, $N^+=0.9$, $t=100$ h and
\begin{align}
V&=8(1-N)+12N-4N(1-N)\ \ \mathrm{cm^3/mol},\\
D&=0.5\,e^{1.5N}\ \ \mu\mathrm{m^2/h}.
\end{align}
Here $V''=8$ cm$^3$/mol, and \eqref{partial} gives $V_A=8-4N^2$ and $V_B=12-4(1-N)^2$, both positive. The profile was computed from the laboratory fluxes \eqref{lab} with the velocity \eqref{v}, and then treated as data.

At $N^*=0.5$ we have $Y^*=0.5$ and $V=9.000$ cm$^3$/mol. The slope is $0.021736\ \mu$m$^{-1}$, and the left and right integrals are 0.59362 and 0.68459 $\mu$m mol/cm$^3$. Thus
\begin{align}
B^*&=0.5(0.59362)+0.5(0.68459)\nonumber\\
&=0.6391\ \mu\mathrm{m\,mol/cm^3},\\
D&=\frac{0.8\times9.000\times0.6391}{2\times100\times0.021736}
=1.0585\ \mu\mathrm{m^2/h}.
\end{align}
The input value is also 1.0585 $\mu$m$^2$/h, or $2.940\times10^{-16}$ m$^2$/s. At $N^*=0.3$ and $0.7$ the inversion returns 0.7842 and 1.4288 $\mu$m$^2$/h, again the input values to the digits shown.

The volume-fixed flux follows from \eqref{jv} and \eqref{jb}. With $V_A=7.000$ cm$^3$/mol,
\begin{equation}
J_B^V=-\frac{7}{9}\,\frac{0.8\times0.6391}{200}
=-1.988\times10^{-3}\ \frac{\mu\mathrm{m\,mol}}{\mathrm{cm^3\,h}} .
\end{equation}
One of these units is $1/3600$ mol/(m$^2$ s), so the flux is $-5.523\times10^{-7}$ mol/(m$^2$ s). The sign says that B moves left, toward lower $N$.

\textbf{Q.} You built the profile from your own velocity formula. A mistake there could hide.

\textbf{A.} A second calculation avoids that formula. It divides the couple into cells that each keep a fixed total number of atoms, exchanges A for B with the flux \eqref{inv}, and lets each cell take the length that $V(N)$ demands. Starting from the step, it gives a profile at 100 h that differs from the first by at most $1.8\times10^{-5}$ in $N$. Over $0.02<Y<0.98$ the largest relative error of the $D$ recovered from the first profile is $1.5\times10^{-7}$. That is the numerical accuracy for noise-free data, not what a measurement would achieve: by \eqref{wagner}, a small relative error in the slope appears in $D$ at the same size with the opposite sign. Toward either end $B^*$ and the slope both tend to zero, and $D$ becomes a ratio of two small quantities.

\section{What simpler inversions lose}

\textbf{Q.} Suppose I ignore $V$ altogether. How wrong can I be?

\textbf{A.} For constant $V$ it cancels from \eqref{wagner}, leaving
\begin{align}
D_0=\frac{\Delta N}{2t\,(\partial N/\partial x)^*}
\Big[&(1-Y^*)\int_{-\infty}^{x^*}Y\,dx\nonumber\\
&+Y^*\int_{x^*}^{\infty}(1-Y)\,dx\Big].
\end{align}
To compare this with \eqref{wagner} when $V$ varies, let $W(x)$ be the integrand of $B^*$: $(1-Y^*)Y/V$ to the left of $x^*$ and $Y^*(1-Y)/V$ to the right. It is positive for a monotonic profile. The bracket in $D_0$ is $\int WV\,dx$, so
\begin{equation}
\frac{D_0}{D}=\frac{\int W(x)\,V(N(x))\,dx}{V(N^*)\int W(x)\,dx}.
\label{ratio}
\end{equation}
The ratio is a weighted mean of $V/V(N^*)$ and lies between the smallest and largest values of that quantity in the couple. As $\Delta N\to0$ at fixed mean composition, both bounds tend to 1 and $V$ may be ignored.

In the example $V$ runs from 8.040 to 11.240 cm$^3$/mol, so at $N^*=0.5$ the bounds are 0.89 and 1.25. The actual ratio is $1.0847/1.0585=1.025$. At $N^*=0.3$ the constant-volume value is 6.6\% above the input, and at $0.7$ it is 3.6\% below. The change of sign reflects a competition. Here $V$ rises with $N$, so material to the left of $x^*$ pulls the mean in \eqref{ratio} down and material to the right pulls it up. At $N^*=0.3$ the right side supplies 0.335 of $B^*=0.488$ $\mu$m mol/cm$^3$; at $0.7$ the left side supplies 0.329 of 0.526. The largest error over $0.02<Y<0.98$ is 7.9\% of the input $D$.

\textbf{Q.} Then convert $N$ to $C_B$, which already contains $V$, and invert that with Fick's equation.

\textbf{A.} This works when the partial volumes are constant. By \eqref{v}, $v$ is then uniform, and it is zero because the left end is at rest. Fick's equation for $C_B$ holds in the laboratory. Put $y=(C_B-C_B^-)/\Delta C_B$, with $\Delta C_B=C_B^+-C_B^-$. The densities $y$ and $1-y$ have fluxes $\pm J_B/\Delta C_B$, which vanish at both ends, and the earlier integrations give
\begin{align}
D_C&=\frac{\Delta C_B}{2t\,(\partial C_B/\partial x)^*}\,b^*,\\
b^*&=(1-y^*)\int_{-\infty}^{x^*}y\,dx+y^*\int_{x^*}^{\infty}(1-y)\,dx .
\end{align}
With the term $-4N(1-N)$ removed from $V$, this inversion and Wagner's both recover $D$ to $2.5\times10^{-7}$, while ignoring $V$ still costs up to 9.1\%.

With curved $V$, the flux at the right end is $C_B^+v_\infty$, where $v_\infty$ is the velocity there. The two integrations now read
\begin{align}
J_B^*&=\frac{\Delta C_B}{2t}\left[x^*y^*-\int_{-\infty}^{x^*}y\,dx\right],\\
J_B^*&=C_B^+v_\infty-\frac{\Delta C_B}{2t}\left[x^*(1-y^*)+\int_{x^*}^{\infty}(1-y)\,dx\right].
\end{align}
Adding $(1-y^*)$ times the first to $y^*$ times the second removes $x^*$:
\begin{equation}
J_B^*=-\frac{\Delta C_B}{2t}b^*+y^*C_B^+v_\infty .
\end{equation}
Inserting \eqref{lab} on the left and the definition of $D_C$ on the right gives
\begin{equation}
D_C=D-\frac{C_B^*v^*-y^*C_B^+v_\infty}{(\partial C_B/\partial x)^*}.
\end{equation}
The error is due to the motion that Fick's equation omits. At $N^*=0.5$ one finds $D_C=0.9106$ instead of 1.0585 $\mu$m$^2$/h, 14\% too low. The largest error over $0.02<Y<0.98$ is 14.6\%, more than that from ignoring $V$ in this couple.

\section{The missing Matano plane}

\textbf{Q.} I could at least locate the Matano plane, where gains and losses balance, and measure $x$ from it.

\textbf{A.} For which species? Let the right end have moved by $\delta$ relative to the left. Since $v_\infty\propto t^{-1/2}$, integration over time gives $\delta=2tv_\infty$. Between distant fixed points $-a$ and $b$, the content of species $i$ is its initial content less what has flowed out at $b$:
\begin{equation}
\int_{-a}^{b}C_i\,dx=C_i^-a+C_i^+b-C_i^+\delta .
\end{equation}
The Matano plane $x_i$ is where a sharp step would hold the same content, $C_i^-(a+x_i)+C_i^+(b-x_i)$. Equating the two,
\begin{equation}
x_i=\frac{C_i^+\,\delta}{C_i^+-C_i^-}.
\end{equation}
If $\delta=0$, both planes lie at the original step. Otherwise they separate. In the example $V''>0$, so by \eqref{v} the velocity falls from zero to a negative value and the couple shortens: $\delta=-2.31\ \mu$m in both calculations. Between 25 h and 100 h the shift grows by a factor 2.000, as $\sqrt t$ requires. The end concentrations of B are $0.1/8.040=0.01244$ and $0.9/11.240=0.08007$ mol/cm$^3$, so
\begin{equation}
x_B=\frac{0.08007\times(-2.3055)}{0.08007-0.01244}=-2.73\ \mu\mathrm m,
\end{equation}
while $x_A=+0.20\ \mu$m. The planes are 2.9 $\mu$m apart, and in this couple neither marks the original step. A species absent from the right end is an exception: $C_i^+=0$ gives $x_i=0$ whatever $\delta$ is. Nor does $\delta=0$ rescue the Fick inversion when $V$ is curved, since the term $C_B^*v^*$ in the error of $D_C$ remains wherever $v^*\neq0$. Equation \eqref{wagner} needs neither.

\textbf{Q.} When should I distrust \eqref{wagner} itself?

\textbf{A.} When a premise fails. If diffusion has reached an end of the sample, if the initial step was not sharp on the scale of the profile, or if $D$ also depends on time or on stress that builds up, then \eqref{sim} is not assured. If pores form, $C_A+C_B$ is no longer $1/V(N)$. If the couple swells or shrinks sideways, conservation along $x$ alone is not enough. The numerical output below gives the integrals, slopes and fluxes at all three compositions, so each evaluation can be repeated by hand.

\section*{Numbers as computed}
\begin{verbatim}
N left, right: 0.1, 0.9
Time: 100 h
V pure A, pure B: 8.0, 12.0 cm^3/mol
V mixing coefficient: -4.0 cm^3/mol
D prefactor: 0.50 um^2/h; exponent slope: 1.50
V at left, right end: 8.040, 11.240 cm^3/mol
--- N = 0.3, Y = 0.2500, x = -8.917 um
V, V_A: 8.360, 7.640 cm^3/mol
dN/dx: 0.020824 1/um
Left integral of Y/V: 0.20466 um mol/cm^3
Right integral of (1-Y)/V: 1.33929 um mol/cm^3
Bracket: 0.48832 um mol/cm^3
D Wagner: 0.7842 um^2/h = 2.178e-16 m^2/s
D input: 0.7842 um^2/h
D assuming constant V: 0.8362 um^2/h
D from C_B profile: 0.6727 um^2/h
Volume-fixed flux of B: -4.958e-07 mol/(m^2 s)
--- N = 0.5, Y = 0.5000, x = 0.108 um
V, V_A: 9.000, 7.000 cm^3/mol
dN/dx: 0.021736 1/um
Left integral of Y/V: 0.59362 um mol/cm^3
Right integral of (1-Y)/V: 0.68459 um mol/cm^3
Bracket: 0.63910 um mol/cm^3
D Wagner: 1.0585 um^2/h = 2.940e-16 m^2/s
D input: 1.0585 um^2/h
D assuming constant V: 1.0847 um^2/h
D from C_B profile: 0.9106 um^2/h
Volume-fixed flux of B: -5.523e-07 mol/(m^2 s)
--- N = 0.7, Y = 0.7500, x = 10.932 um
V, V_A: 9.960, 6.040 cm^3/mol
dN/dx: 0.014665 1/um
Left integral of Y/V: 1.31432 um mol/cm^3
Right integral of (1-Y)/V: 0.26317 um mol/cm^3
Bracket: 0.52595 um mol/cm^3
D Wagner: 1.4288 um^2/h = 3.969e-16 m^2/s
D input: 1.4288 um^2/h
D assuming constant V: 1.3774 um^2/h
D from C_B profile: 1.2901 um^2/h
Volume-fixed flux of B: -3.544e-07 mol/(m^2 s)
--- Largest relative errors of D for 0.02 < Y < 0.98
Wagner: 1.5e-07
Constant V assumed: 7.9 %
C_B profile inverted: 14.6 %
Same, with mixing coefficient zero:
Wagner: 2.5e-07; C_B profile: 2.5e-07
Constant V assumed: 9.1 %
--- Length change and Matano planes
Right-end shift, similarity: -2.3055 um
Right-end shift, time evolution: -2.3055 um
Shift ratio, t to t/4: 2.0002
Matano plane of A: 0.1991 um
Matano plane of B: -2.7295 um
Largest N gap, two calculations: 1.8e-05
\end{verbatim}
